# Linearised GW quasiparticle energies and the renormalisation factor Z

## The physical question

An electron removed from a molecule, or from the valence band of a photodetector's absorbing layer, leaves a hole. The other electrons move to screen it. This response is not instantaneous, so the term that describes it in an equation for the removal energy depends on the energy itself. A Kohn-Sham calculation represents exchange and correlation by a potential with no such dependence. The GW approximation replaces that potential by a self-energy $\Sigma(E)$, but the energy at which $\Sigma$ is needed is the unknown quasiparticle energy. How can it be found from quantities evaluated at the known Kohn-Sham level?

## Setting and assumptions

Atomic units are used in the derivation, with $\hbar=1$ and $e^2/4\pi\varepsilon_0=1$. Numerical energies are in eV, measured from vacuum. The system is closed-shell, with real orbitals $\phi_n$ and a discrete spectrum, as in any finite basis:

$$
(h+v_H+v_{xc})\phi_n=\varepsilon_n\phi_n .
$$

Here $h$ contains the kinetic energy and the nuclear attraction, and $v_H$ is the Hartree potential. The self-energy is built once from these orbitals and levels ("one-shot" GW, or $G_0W_0$), and $v_H$ is kept at its Kohn-Sham value. Define

$$
S(E)=\langle n|\Sigma(E)|n\rangle,\qquad v_n=\langle n|v_{xc}|n\rangle .
$$

A prime denotes a derivative with respect to energy, so $S'$ is dimensionless. The theorem uses three assumptions.

- **A1.** Elements of $\Sigma-v_{xc}$ between $\phi_n$ and the other orbitals are neglected.
- **A2.** No pole of $S$ with nonzero strength lies at $\varepsilon_n$, at the root $E_n$ sought, or between them.
- **A3.** The curvature $S''$ is small enough on that interval for the remainder given below to be acceptable.

## Lemma 1: the scalar quasiparticle equation

**Statement.** Under A1 the quasiparticle energy obeys

$$
E=\varepsilon_n+S(E)-v_n. \tag{1}
$$

**Proof.** The interacting Green function is $G(E)=[E-h-v_H-\Sigma(E)]^{-1}$. It has a pole where the operator in brackets has a zero eigenvalue:

$$
[h+v_H+\Sigma(E)]\psi=E\psi .
$$

The Kohn-Sham equation says that $h+v_H$ equals the Kohn-Sham Hamiltonian minus $v_{xc}$. In the Kohn-Sham basis the matrix to be diagonalised is therefore

$$
H(E)=\mathrm{diag}(\varepsilon)+D(E),\qquad D(E)=\Sigma(E)-v_{xc}.
$$

Write the eigenvector as a component $a$ on $\phi_n$ and a column $b$ on the remaining orbitals $R$. The two blocks of the eigenvalue equation are

$$
(\varepsilon_n+D_{nn})a+D_{nR}b=Ea,\qquad D_{Rn}a+H_{RR}b=Eb .
$$

If $E$ is not an eigenvalue of $H_{RR}$, the second gives $b=(E-H_{RR})^{-1}D_{Rn}a$. Insert this in the first and divide by $a\neq0$:

$$
E=\varepsilon_n+D_{nn}(E)+\Lambda(E),\qquad
\Lambda=D_{nR}(E-H_{RR})^{-1}D_{Rn}. \tag{2}
$$

Since $D_{nn}=S-v_n$, dropping $\Lambda$ gives (1). The neglected term is of second order in the off-diagonal elements. ∎

## Lemma 2: the energy dependence of the self-energy

**Statement.** With screening in the random-phase approximation (RPA),

$$
S(E)=\Sigma^x_n+\sum_{m,s}\frac{w_{nm,s}^2}{E-P_{ms}},\qquad
P_{ms}=\begin{cases}\varepsilon_m-\Omega_s,& m\ \text{occupied}\\ \varepsilon_m+\Omega_s,& m\ \text{empty,}\end{cases} \tag{3}
$$

where $\Sigma^x_n$ is independent of energy, the amplitudes $w$ are real and $\Omega_s>0$.

**Proof.** First find the screened interaction. Let $i$ be occupied, $a$ empty and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The independent-electron density response is diagonal in the products $\phi_i\phi_a$. Two spins and two time orderings give

$$
\chi^0_{ia}(z)=2\left[\frac1{z-\Delta_{ia}}-\frac1{z+\Delta_{ia}}\right]=\frac{4\Delta_{ia}}{z^2-\Delta_{ia}^2}.
$$

Let $v$ be the matrix of Coulomb integrals between these products. Let $B_{nm}$ be the column of Coulomb integrals between $\phi_n\phi_m$ and each $\phi_i\phi_a$. The RPA sums repeated polarisation, $\chi^0+\chi^0v\chi^0+\dots=[(\chi^0)^{-1}-v]^{-1}$, so the part of $W$ beyond the bare Coulomb interaction is

$$
W^c_{nm}(z)=B_{nm}^T[(\chi^0)^{-1}-v]^{-1}B_{nm}.
$$

Since $(\chi^0)^{-1}=(z^2-\Delta^2)/4\Delta$, taking a factor $\tfrac12\Delta^{-1/2}$ out on each side gives

$$
[(\chi^0)^{-1}-v]^{-1}=4\Delta^{1/2}(z^2-M)^{-1}\Delta^{1/2},\qquad M=\Delta^2+4\Delta^{1/2}v\Delta^{1/2}.
$$

The Coulomb matrix $v$ has no negative eigenvalue and $\Delta^2$ is positive, so $M$ has positive eigenvalues $\Omega_s^2$. Let $T_s$ be its normalised eigenvectors. Then

$$
W^c_{nm}(z)=\sum_s\frac{2\Omega_s w_{nm,s}^2}{z^2-\Omega_s^2},\qquad
w_{nm,s}=\sqrt{\frac{2}{\Omega_s}}\;B_{nm}^T\Delta^{1/2}T_s .
$$

Now form the self-energy. The time-ordered convolution, with $\eta\to0^+$, is

$$
S(E)=\frac{i}{2\pi}\int d\omega\,e^{i\omega\eta}\sum_m\frac{v_{nm}+W^c_{nm}(\omega)}{E+\omega-\varepsilon_m\pm i\eta},
$$

where $v_{nm}$ is the Coulomb integral of $\phi_n\phi_m$ with itself. The upper sign belongs to empty $m$ and the lower to occupied $m$. For the bare term, the factor $e^{i\omega\eta}$ requires closing the contour in the upper half-plane. Only occupied $m$ have a pole there, and the factor $(i/2\pi)(2\pi i)=-1$ gives the exchange term $\Sigma^x_n=-\sum_i v_{ni}$.

For the screened term, write the time-ordered interaction as

$$
W^c_{nm}(\omega)=\sum_s w_{nm,s}^2\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right].
$$

Even without the factor $e^{i\omega\eta}$ the integrand falls as $\omega^{-3}$, so that factor can be set to 1 and either half-plane may be used. For empty $m$ the pole of $G_0$ is in the lower half. Closing above encloses $\omega=-\Omega_s$, whose residue in $W^c$ is $-w^2$, and the prefactor $-1$ makes the result $+w^2/(E-\varepsilon_m-\Omega_s)$. For occupied $m$ the pole of $G_0$ is in the upper half. Closing below encloses $\omega=\Omega_s$ with residue $+w^2$. The clockwise sense gives $(i/2\pi)(-2\pi i)=+1$ and the result $w^2/(E-\varepsilon_m+\Omega_s)$. These are the terms in (3). ∎

**Consequences.** Differentiating (3),

$$
S'(E)=-\sum_{m,s}\frac{w_{nm,s}^2}{(E-P_{ms})^2}\le0,\qquad
S''(E)=2\sum_{m,s}\frac{w_{nm,s}^2}{(E-P_{ms})^3}. \tag{4}
$$

Let $f(E)=E-\varepsilon_n-S(E)+v_n$, so that (1) reads $f(E)=0$. Between poles $f'=1-S'\ge1$. Just above a pole of nonzero strength $S\to+\infty$ and $f\to-\infty$; just below the next one $f\to+\infty$. Each interval between neighbouring poles thus contains one root. Assumption A2 selects the root in the same interval as $\varepsilon_n$.

## Theorem: the quasiparticle correction

**Statement.** Under A1 and A2, define

$$
Z_n=\frac{1}{1-S'(\varepsilon_n)},\qquad 0<Z_n\le1,
$$

$$
E_n^{\rm lin}=\varepsilon_n+Z_n\,[S(\varepsilon_n)-v_n]. \tag{5}
$$

The root $E_n$ of (1) then satisfies, for some $\xi$ between $\varepsilon_n$ and $E_n$,

$$
E_n-E_n^{\rm lin}=\tfrac12 Z_n S''(\xi)(E_n-\varepsilon_n)^2. \tag{6}
$$

Under A3, $E_n\approx E_n^{\rm lin}$.

**Proof.** By A2, $S$ is smooth on the interval. Put $\delta=E_n-\varepsilon_n$. Taylor's theorem with remainder gives

$$
S(E_n)=S(\varepsilon_n)+\delta S'(\varepsilon_n)+\tfrac12\delta^2S''(\xi).
$$

Insert this in (1), written as $\delta=S(E_n)-v_n$, and move the term linear in $\delta$ to the left:

$$
\delta[1-S'(\varepsilon_n)]=S(\varepsilon_n)-v_n+\tfrac12\delta^2S''(\xi).
$$

By (4) the bracket is at least 1, so division is allowed and $0<Z_n\le1$. Division gives

$$
\delta=Z_n[S(\varepsilon_n)-v_n]+\tfrac12Z_nS''(\xi)\delta^2 .
$$

The first term is the correction in (5), and the second is (6). ∎

The sign of $S'$ explains why $Z_n$ reduces the correction. If the first estimate lowers the level, $S$ at the lower energy is larger than at $\varepsilon_n$ and opposes part of the lowering. If it raises the level, $S$ decreases and again opposes the change. Setting $Z_n=1$ ignores this feedback. It is justified when $S$ does not vary with energy, as for a static self-energy.

**Remark (Newton's method).** Since $f(\varepsilon_n)=-[S(\varepsilon_n)-v_n]$ and $f'(\varepsilon_n)=1/Z_n$, the Newton step $-f/f'$ from $\varepsilon_n$ is the correction in (5). Repeating the step with $S$ and $S'$ evaluated at the new energy solves (1) without the linear approximation, provided that the iteration converges. Convergence only delivers some root of (1). A step can cross a pole, so the root reached need not be the one selected by A2, nor the one with the largest weight.

## Proposition: Z as a spectral weight

**Statement.** In the diagonal approximation, the pole of $G_{nn}$ at a root $E_n$ has residue

$$
\mathcal Z(E_n)=\frac1{1-S'(E_n)} .
$$

**Proof.** Here $G_{nn}(E)=1/f(E)$. Near the root $f(E)\approx(E-E_n)f'(E_n)$, so the residue is $1/f'(E_n)$. ∎

The same number is the squared component of a normalised vector. Consider the matrix that has $\varepsilon_n+\Sigma^x_n-v_n$ in its first diagonal place, the poles $P_{ms}$ in the others, and couplings $w_{nm,s}$ along the first row and column. Its eigenvector $(\alpha,\beta_{ms})$ satisfies

$$
w_{nm,s}\alpha+P_{ms}\beta_{ms}=E\beta_{ms}\quad\Rightarrow\quad
\beta_{ms}=\frac{w_{nm,s}\alpha}{E-P_{ms}} .
$$

The first row then reproduces (1), and normalisation gives

$$
1=\alpha^2\left[1+\sum_{m,s}\frac{w_{nm,s}^2}{(E-P_{ms})^2}\right]=\alpha^2[1-S'(E)] .
$$

Thus $\alpha^2=\mathcal Z(E)$. It measures how much of the state is a bare electron or hole in $\phi_n$; the rest is an electron or hole accompanied by an excitation $\Omega_s$. The squared first components of all eigenvectors sum to 1, so the weight missing from one peak appears in the others. The factor $Z_n$ in (5) is evaluated at $\varepsilon_n$ and only approximates the weight at $E_n$.

**Remark (off-diagonal elements).** If $\Lambda$ in (2) is restored, the condition becomes $f(E)=\Lambda(E)$. For a small $\Lambda$, expanding about $E_n$ gives $f'(E_n)\,\delta E\approx\Lambda(E_n)$, hence $\delta E\approx\mathcal Z(E_n)\Lambda(E_n)$. A small added energy is reduced by the same feedback.

## Two limits

Let one pole carry the whole energy dependence. Put $d=\varepsilon_n-P$, let $w$ be its amplitude, and let $c=\Sigma^x_n-v_n$. Then

$$
Z_n=\frac{d^2}{d^2+w^2},\qquad
E_n^{\rm lin}-\varepsilon_n=\frac{d^2}{d^2+w^2}\left(c+\frac{w^2}{d}\right)=\frac{cd^2+w^2d}{d^2+w^2}.
$$

For a distant pole, $|d|\gg|w|$, $Z_n\approx1-w^2/d^2$. The feedback is weak, and the linear formula is reliable if the shift is also small compared with $|d|$.

For a close pole, $d\to0$, $Z_n\to0$ and the linear correction tends to zero whatever the value of $c$. The linear energy then approaches $P$ itself. The true roots obey $(E-\varepsilon_n-c)(E-P)=w^2$. With $\varepsilon_n=P$ this becomes $x^2-cx-w^2=0$ for $x=E-P$, so

$$
E-P=\tfrac12\left(c\pm\sqrt{c^2+4w^2}\right).
$$

Neither root is at $P$ when $w\neq0$. A small $Z_n$ is therefore a warning about the expansion point. It does not show that the quasiparticle correction is small.

## Example: formaldehyde

The system is an isolated H2CO molecule with bond lengths C–O 1.21 Å and C–H 1.11 Å and an H–C–O angle of 122°. The starting functional is PBE and the basis is def2-SVP. For the highest occupied level (HOMO), the elements evaluated at $\varepsilon=-5.92$ eV give

$$
S(\varepsilon)-v=-24.63+1.54-(-18.61)=-4.48\ \text{eV}.
$$

The slope is $-0.152$, so $Z=1/1.152=0.868$ and

$$
E^{\rm lin}=-5.92+0.868\times(-4.48)=-9.81\ \text{eV}.
$$

For the lowest empty level (LUMO), at $\varepsilon=-2.33$ eV,

$$
S(\varepsilon)-v=-9.24-1.07+15.62=5.31\ \text{eV},\qquad Z=\frac1{1.125}=0.889,
$$

$$
E^{\rm lin}=-2.33+0.889\times5.31=2.39\ \text{eV}.
$$

Iterating (1) gives $-9.70$ eV and $2.34$ eV. The linear energies differ from these roots by about 0.10 and 0.05 eV. With $Z=1$ they would be $-10.40$ and $2.98$ eV, with errors of about 0.7 and 0.6 eV relative to the same roots. The gap rises from 3.6 eV in Kohn-Sham theory to 12.2 eV in the linear formula and 12.0 eV after iteration.

The HOMO error can be traced through (6). The shift to the root is $-3.78$ eV, and the curvature implied by the error is $0.0169\ \text{eV}^{-1}$:

$$
\tfrac12\times0.868\times0.0169\times(3.78)^2\approx0.10\ \text{eV}.
$$

This curvature was tested to lie within the range of $S''$ sampled between the level and the root. At the level itself $S''$ is $0.0111\ \text{eV}^{-1}$, so the curvature there would underestimate the error. The peak weight from diagonalising the matrix of the proposition is 0.81, compared with $Z=0.87$ at the Kohn-Sham level. The difference reflects the steeper slope at the root.

Lemma 2 was tested at two energies in the Kohn-Sham gap, for both HOMO and LUMO, by integrating $G_0W^c$ numerically along the imaginary frequency axis. Rotating the contour crosses no pole for these energies. The largest difference from (3) was below $10^{-14}$ eV, and the largest difference in slope was $4\times10^{-7}$.

**A level where the linear formula fails.** The O 2s-like level lies at $-26.0$ eV and has $Z=0.115$. The linear formula moves it to $-26.7$ eV. Diagonalisation instead places the strongest peak at $-30.7$ eV with weight 0.20, and the next at $-31.8$ eV with weight 0.13. Eleven poles of nonzero strength lie between the level and the strongest peak, so A2 is violated for that peak. The nearest-pole limit describes this case only in part, because the largest single term supplies 35% of the slope. The strength is divided among many roots, and one quasiparticle energy does not describe the level in this calculation.

## What the example leaves out

For the HOMO and LUMO, the linearisation error (0.10 and 0.05 eV) is smaller than the effects of the basis and of the starting functional given below. Restoring the off-diagonal elements moves the HOMO root by $-0.03$ eV, in agreement with $\mathcal Z\Lambda$; this is less than the HOMO linearisation error, and the corresponding LUMO shift is not evaluated here. With PBE held fixed, the larger def2-TZVP basis lowers the linear HOMO by 0.43 eV and the LUMO by 1.0 eV. With def2-SVP held fixed, starting from PBE0 lowers the HOMO by 0.38 eV and raises the LUMO by 0.15 eV. The EOM-IP-CCSD method in def2-SVP places minus the ionisation energy at $-10.5$ eV, about 0.8 eV below the iterated GW root. That method truncates correlation in its own way and serves as a comparison, not as an exact value.

The real molecule has an ionisation energy of roughly 11 eV, against 9.7 eV from the iterated root. The LUMO energy from GW is above vacuum, so it does not represent a bound electron. An added electron at that energy could escape, and this calculation with a discrete spectrum gives no lifetime for it. These numbers belong to an isolated molecule and should not be transferred to a semiconductor. A molecule in a device layer breaks the assumption of isolation. In the Born picture, a charge on a sphere of radius $R$ is stabilised by a surrounding dielectric by $(e^2/8\pi\varepsilon_0R)(1-1/\epsilon_r)$. Here $\epsilon_r$ is the high-frequency (electronic) dielectric constant. For the illustrative values $R=0.25$ nm and $\epsilon_r=2$ this is about 1.4 eV; a more polarisable host gives more, and the estimate fixes only the order of magnitude. It raises the HOMO and lowers the LUMO, which would narrow the gap by about 3 eV. Nuclear motion is also omitted.

In an extended solid the poles of $S$ can merge into a continuum, and $S$ is then complex at energies where the quasiparticle can decay. The real-axis theorem does not apply there as stated. The remaining values are in the numerical output.

## Computed results

```
H2CO, G0W0 on PBE, def2-SVP
C-O 1.21 angstrom, C-H 1.11 angstrom, H-C-O 122.0 degree
orbitals 38, occupied 8, RPA modes 240
lowest RPA mode: 4.221 eV
HOMO Kohn-Sham level: -5.921 eV
HOMO vxc element: -18.610 eV
HOMO exchange self-energy: -24.625 eV
HOMO correlation self-energy at level: 1.536 eV
HOMO self-energy slope at level: -0.1519
HOMO self-energy curvature at level: 0.01111 1/eV
HOMO Z at level: 0.8681
HOMO correction before Z: -4.478 eV
HOMO correction with Z: -3.888 eV
HOMO linearised energy: -9.809 eV
HOMO iterated root: -9.705 eV
HOMO energy if Z is set to 1: -10.400 eV
LUMO Kohn-Sham level: -2.329 eV
LUMO vxc element: -15.623 eV
LUMO exchange self-energy: -9.239 eV
LUMO correlation self-energy at level: -1.072 eV
LUMO self-energy slope at level: -0.1253
LUMO self-energy curvature at level: -0.00183 1/eV
LUMO Z at level: 0.8887
LUMO correction before Z: 5.312 eV
LUMO correction with Z: 4.721 eV
LUMO linearised energy: 2.391 eV
LUMO iterated root: 2.337 eV
LUMO energy if Z is set to 1: 2.983 eV
Kohn-Sham gap: 3.592 eV
linearised GW gap: 12.201 eV
iterated GW gap: 12.041 eV
HOMO peak weight from diagonalisation: 0.8120
HOMO curvature implied by error: 0.01687 1/eV
HOMO largest one-pole share of slope: 0.174
O 2s-like Kohn-Sham level: -26.044 eV
O 2s-like Z at level: 0.1147
O 2s-like linearised energy: -26.690 eV
O 2s-like peak 1: -30.740 eV, weight 0.1982
O 2s-like peak 2: -31.771 eV, weight 0.1284
O 2s-like active poles from level to peak 1: 11
O 2s-like largest one-pole share of slope: 0.347
HOMO linearisation error (linear - root): -0.1048 eV
HOMO off-diagonal shift: -0.03392 eV
HOMO Z times partition term: -0.03393 eV
HOMO linearised, def2-TZVP, PBE: -10.242 eV
LUMO linearised, def2-TZVP, PBE: 1.377 eV
HOMO linearised, def2-SVP, PBE0: -10.192 eV
LUMO linearised, def2-SVP, PBE0: 2.539 eV
minus EOM-IP-CCSD ionisation energy, def2-SVP: -10.460 eV
quadrature test, largest value error: 7.2e-15 eV
quadrature test, largest slope error: 3.6e-07
```
